# Linear response of an insulator to a phonon from occupied orbitals, part 1

(Sections cited here and not found follow in the second part.)

**What symmetry fixes in advance.** Let the atoms of a crystal, at rest at $\mathbf R+\boldsymbol\tau_s$, be displaced by the single wave

$$\mathbf u_{\mathbf R s}=\lambda\,\mathbf e_s\,e^{i\mathbf q\cdot\mathbf R}+\text{c.c.},$$

where $\lambda$ is a small complex length and the $\mathbf e_s$ are dimensionless complex vectors. A real quantity that responds linearly, such as the change $\delta V$ of the Kohn–Sham potential, is linear in the real and imaginary parts of $\lambda$, so it has the form $\delta V=\lambda F(\mathbf r)+\lambda^*F^*(\mathbf r)$. Moving the displacement pattern by a lattice vector $\mathbf R_0$ replaces $\lambda$ by $\lambda e^{-i\mathbf q\cdot\mathbf R_0}$. The unperturbed crystal is invariant under this move, so the response is simply carried along and becomes $\delta V(\mathbf r-\mathbf R_0)$. Equality for every complex $\lambda$ requires $F(\mathbf r-\mathbf R_0)=e^{-i\mathbf q\cdot\mathbf R_0}F(\mathbf r)$, which says that $e^{-i\mathbf q\cdot\mathbf r}F$ is lattice periodic. The same argument applies to the density, so

$$\delta V=\lambda e^{i\mathbf q\cdot\mathbf r}\,dv(\mathbf r)+\text{c.c.},\qquad \delta n=\lambda e^{i\mathbf q\cdot\mathbf r}\,dn(\mathbf r)+\text{c.c.},\tag{1}$$

with $dv$ and $dn$ periodic. Here $dv$ is an energy per length, in J/m, and $dn$ is a density per length, in m$^{-4}$ in three dimensions and m$^{-2}$ in one. Because the terms are told apart by $\lambda$ and $\lambda^*$, the split is well defined even when $\mathbf q$ and $-\mathbf q$ differ by a reciprocal lattice vector.

A second invariance restricts the way orbitals can enter. When every occupied orbital carries the same occupation, the density is unchanged by a unitary mixing of the occupied orbitals among themselves. If one occupied orbital acquires the first-order admixture $\eta\,\psi_2$ of another, orthonormality forces $\psi_2$ to acquire the admixture $-\eta^*\psi_1$ of the first; the two changes together are such a mixing and leave the density unchanged. Only the part of the change that leaves the occupied space can matter, and that part is selected by one minus the projector onto the occupied space.

## Assumptions and conventions

(A1) The theory is static, spin-unpolarized Kohn–Sham theory with $H=-\hbar^2\nabla^2/2m_e+V$ and $V=V_{\rm ion}+V_H+v_{xc}(n)$. The ionic potential $V_{\rm ion}=\sum_{\mathbf R s}v_s(\mathbf r-\mathbf R-\boldsymbol\tau_s-\mathbf u_{\mathbf R s})$ is local and rigid, $V_H(\mathbf r)=\int w(\mathbf r-\mathbf r')\,n(\mathbf r')\,d^3r'$ with $w=e^2/(4\pi\varepsilon_0 r)$, and $v_{xc}$ is a function of the local density.

(A2) Periodic boundary conditions hold on $N_k$ cells of volume $\Omega$, and $\mathbf q$ lies on the resulting mesh of wave vectors. Orbitals are $\psi_{n\mathbf k}=N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ with $\langle u_{m\mathbf k}|u_{n\mathbf k}\rangle=\delta_{mn}$, where brackets between periodic functions are integrals over one cell. The operator $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ acts on periodic functions, $H_{\mathbf k}u_{n\mathbf k}=\varepsilon_{n\mathbf k}u_{n\mathbf k}$, and $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$. Transforms are $\tilde f(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}f\,d^3r$, so that $\tilde w(\mathbf K)=e^2/(\varepsilon_0K^2)$, and a periodic function is $p=\sum_{\mathbf G}p_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$.

(A3) The lowest $n_v$ bands hold two electrons per orbital and all others are empty. A gap $E_g>0$ separates the highest occupied from the lowest empty level, and $W$ is the distance from the lowest to the highest occupied level.

(A4) $H$ is real, which is time-reversal symmetry for spinless orbitals.

(A5) The operator $1-K\chi_0$ defined in (12) is invertible.

## Theorem

Under (A1) to (A5), let $P_{\mathbf k}=\sum_{m\le n_v}|u_{m\mathbf k}\rangle\langle u_{m\mathbf k}|$ and let $\alpha>W$ be an energy. Then $dv$ and $dn$ of (1) are the unique solution of

$$\big[H_{\mathbf k+\mathbf q}+\alpha P_{\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}\big]\,du_{n\mathbf k}=-\big(1-P_{\mathbf k+\mathbf q}\big)\,dv\,u_{n\mathbf k},\qquad n\le n_v,\tag{S}$$

$$dn=\frac{4}{N_k}\sum_{\mathbf k}\sum_{n\le n_v}u^*_{n\mathbf k}\,du_{n\mathbf k},\tag{D}$$

$$dv=dv_{\rm ion}+\sum_{\mathbf G}\tilde w(\mathbf q+\mathbf G)\,dn_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}+f_{xc}(\mathbf r)\,dn(\mathbf r),\tag{V}$$

where $f_{xc}=dv_{xc}/dn$ is taken at the ground-state density $n_0(\mathbf r)$, $dv_{\rm ion}$ is given by (2), and a term with $\mathbf q+\mathbf G=0$ is omitted. No empty orbital or empty level appears in these equations, every function in them is periodic on one cell, and the solution does not depend on $\alpha$.

That the occupied projector suffices rests on (A3) and fails for fractional occupations (Remark 5). The factor 4 rests in addition on (A4); without it two equations of type (S) are solved for each orbital (Remark 3).

## Lemma 1 (bare potential)

$$dv_{\rm ion}(\mathbf r)=\frac1\Omega\sum_{s,\mathbf G}\big[-i(\mathbf q+\mathbf G)\cdot\mathbf e_s\big]\,\tilde v_s(\mathbf q+\mathbf G)\,e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\,e^{i\mathbf G\cdot\mathbf r}.\tag{2}$$

*Proof.* To first order $v_s(\mathbf x-\mathbf u)=v_s(\mathbf x)-\mathbf u\cdot\nabla v_s(\mathbf x)$. The coefficient of $\lambda$ in $\delta V_{\rm ion}$ is therefore $\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}g(\mathbf r-\mathbf R)$ with $g(\mathbf r)=-\sum_s\mathbf e_s\cdot\nabla v_s(\mathbf r-\boldsymbol\tau_s)$. Its periodic part has the Fourier coefficient

$$\frac1\Omega\int_\Omega e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}g(\mathbf r-\mathbf R)\,d^3r=\frac1\Omega\sum_{\mathbf R}\int_\Omega e^{-i(\mathbf q+\mathbf G)\cdot(\mathbf r-\mathbf R)}g(\mathbf r-\mathbf R)\,d^3r=\frac{\tilde g(\mathbf q+\mathbf G)}{\Omega}.$$

The first step uses $e^{i\mathbf G\cdot\mathbf R}=1$, and in the second the shifted cells fill all space. A gradient multiplies a transform by $i\mathbf K$, by partial integration, and a shift by $\boldsymbol\tau_s$ multiplies it by $e^{-i\mathbf K\cdot\boldsymbol\tau_s}$. Hence $\tilde g(\mathbf K)=\sum_s(-i\mathbf K\cdot\mathbf e_s)\,\tilde v_s(\mathbf K)\,e^{-i\mathbf K\cdot\boldsymbol\tau_s}$. $\square$

## Lemma 2 (projected equation for the density matrix)

Let $\rho=\sum_{\mathbf k,n\le n_v}|\psi_{n\mathbf k}\rangle\langle\psi_{n\mathbf k}|$ and $Q=1-\rho$. For a small change $\delta V$ of the potential,

$$\delta\rho=\sum_{\mathbf k,n\le n_v}\big(|\phi_{n\mathbf k}\rangle\langle\psi_{n\mathbf k}|+|\psi_{n\mathbf k}\rangle\langle\phi_{n\mathbf k}|\big),\tag{3}$$

where $\phi_{n\mathbf k}=Q\phi_{n\mathbf k}$ and

$$(H-\varepsilon_{n\mathbf k})\,\phi_{n\mathbf k}=-Q\,\delta V\,\psi_{n\mathbf k}.\tag{4}$$

*Proof.* The projector can be written $\rho=(2\pi i)^{-1}\oint(z-H)^{-1}dz$ on a contour that encloses the occupied levels and crosses the real axis in the gap. The resolvent on this contour stays bounded under a small perturbation, so $\rho$ is differentiable in the perturbation whatever degeneracies exist among the occupied levels. The perturbed $\rho$ is still a projector. The first-order part of $\rho^2=\rho$ is $\delta\rho\,\rho+\rho\,\delta\rho=\delta\rho$. Multiplying by $\rho$ on both sides gives $2\rho\,\delta\rho\,\rho=\rho\,\delta\rho\,\rho$, so $\rho\,\delta\rho\,\rho=0$. Multiplying by $Q$ on both sides and using $Q\rho=\rho Q=0$ gives $Q\,\delta\rho\,Q=0$. Of the four blocks of $\delta\rho=(\rho+Q)\,\delta\rho\,(\rho+Q)$ there remain

$$\delta\rho=Q\,\delta\rho\,\rho+\rho\,\delta\rho\,Q .$$

Define $\phi_{n\mathbf k}=Q\,\delta\rho\,\psi_{n\mathbf k}$. Inserting the sum for $\rho$ in the first block gives the first term of (3), and the second block is its adjoint because $\delta\rho$ is Hermitian. The perturbed $\rho$ also commutes with the perturbed $H$, and the first-order part of $[H,\rho]=0$ is $[H,\delta\rho]+[\delta V,\rho]=0$. Applied to $\psi_{n\mathbf k}$ and multiplied by $Q$ from the left, it reads

$$QH\,\delta\rho\,\psi_{n\mathbf k}-Q\,\delta\rho\,H\psi_{n\mathbf k}+Q\,\delta V\rho\,\psi_{n\mathbf k}-Q\rho\,\delta V\psi_{n\mathbf k}=0 .$$

In the first term $QH=HQ$, which gives $H\phi_{n\mathbf k}$. The second is $-\varepsilon_{n\mathbf k}\phi_{n\mathbf k}$, the third is $Q\,\delta V\psi_{n\mathbf k}$ since $\rho\psi_{n\mathbf k}=\psi_{n\mathbf k}$, and the fourth vanishes since $Q\rho=0$. This is (4). $\square$

**Remark 1 (why the projection is needed).** Linearizing $H\psi=\varepsilon\psi$ for one orbital gives $(H-\varepsilon)\,\delta\psi=-(\delta V-\delta\varepsilon)\psi$. The operator on the left annihilates $\psi$ and every other orbital $\psi'$ of the same energy, so a solution requires a right-hand side orthogonal to all of them. For $\psi$ itself this is secured by $\delta\varepsilon=\langle\psi|\delta V|\psi\rangle$, but for $\psi'$ it requires $\langle\psi'|\delta V|\psi\rangle=0$, and the equation has no solution when the perturbation connects the two. Under (A4) such a partner exists at wave vector $\mathbf k+\mathbf q$ for $\mathbf k=-\mathbf q/2$, if this point lies on the mesh and $\mathbf q$ is not a reciprocal lattice vector, where $\mathbf k+\mathbf q=-\mathbf k$ and $\varepsilon_{n,-\mathbf k}=\varepsilon_{n\mathbf k}$. Applying $Q$ to the linearized equation removes $\delta\varepsilon\,\psi$, since $Q\psi=0$, and reproduces (4) with $\phi=Q\,\delta\psi$. By completeness $Q$ equals the sum of $|\psi_c\rangle\langle\psi_c|$ over all empty orbitals, yet as $1-\rho$ it is built from the occupied ones alone.

## Lemma 3 (reduction to one cell)

For $\delta V$ of the form (1),

$$\phi_{n\mathbf k}=N_k^{-1/2}\big[\lambda\,e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}du^{+}_{n\mathbf k}+\lambda^*e^{i(\mathbf k-\mathbf q)\cdot\mathbf r}du^{-}_{n\mathbf k}\big],\tag{5}$$

with periodic $du^\pm$ that satisfy $P_{\mathbf k\pm\mathbf q}\,du^\pm_{n\mathbf k}=0$ and

$$(H_{\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k})\,du^+_{n\mathbf k}=-(1-P_{\mathbf k+\mathbf q})\,dv\,u_{n\mathbf k},\qquad (H_{\mathbf k-\mathbf q}-\varepsilon_{n\mathbf k})\,du^-_{n\mathbf k}=-(1-P_{\mathbf k-\mathbf q})\,dv^*u_{n\mathbf k}.\tag{6}$$

The density response is $dn=A+B$ with

$$A=\frac{2}{N_k}\sum_{\mathbf k,n\le n_v}u^*_{n\mathbf k}\,du^+_{n\mathbf k},\qquad B=\frac{2}{N_k}\sum_{\mathbf k,n\le n_v}u_{n\mathbf k}\,(du^-_{n\mathbf k})^*.\tag{7}$$

*Proof.* For a periodic $p$, an integral over the whole crystal splits into cells:

$$\int\psi^*_{m\mathbf k'}\,N_k^{-1/2}e^{i\mathbf k''\cdot\mathbf r}p\,d^3r=\frac1{N_k}\sum_{\mathbf R}e^{i(\mathbf k''-\mathbf k')\cdot\mathbf R}\int_\Omega e^{i(\mathbf k''-\mathbf k')\cdot\mathbf r}u^*_{m\mathbf k'}\,p\,d^3r .$$

The lattice sum equals $N_k$ if $\mathbf k''-\mathbf k'$ is a reciprocal lattice vector and is zero for any other mesh vector. With the convention of (A2) the surviving overlap is $\langle u_{m\mathbf k''}|p\rangle$. Therefore $\rho\,e^{i\mathbf k''\cdot\mathbf r}p=e^{i\mathbf k''\cdot\mathbf r}P_{\mathbf k''}p$ and $Q\,e^{i\mathbf k''\cdot\mathbf r}p=e^{i\mathbf k''\cdot\mathbf r}(1-P_{\mathbf k''})p$, while $H\,e^{i\mathbf k''\cdot\mathbf r}p=e^{i\mathbf k''\cdot\mathbf r}H_{\mathbf k''}p$ by definition. The source in (4) is

$$\delta V\psi_{n\mathbf k}=N_k^{-1/2}\big[\lambda e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}dv\,u_{n\mathbf k}+\lambda^*e^{i(\mathbf k-\mathbf q)\cdot\mathbf r}dv^*u_{n\mathbf k}\big].$$

On the range of $Q$ the operator $H-\varepsilon_{n\mathbf k}$ has eigenvalues of at least $E_g$, so (4) has one solution there. It is linear in the source, and $H$ and $Q$ preserve the Bloch wave vector, which gives (5) and (6). With two electrons per orbital, (3) gives $\delta n=2\sum(\phi\,\psi^*+\psi\,\phi^*)$. The coefficient of $\lambda$ in $\phi\,\psi^*$ is $N_k^{-1}e^{i\mathbf q\cdot\mathbf r}\,du^+u^*$. In $\psi\,\phi^*$ the coefficient of $\lambda$ comes from conjugating the $\lambda^*$ term of (5) and is $N_k^{-1}e^{i\mathbf k\cdot\mathbf r}e^{-i(\mathbf k-\mathbf q)\cdot\mathbf r}u\,(du^-)^*=N_k^{-1}e^{i\mathbf q\cdot\mathbf r}u\,(du^-)^*$. Comparison with (1) gives (7). $\square$

**Remark 2 (the cancellation pair by pair).** Let $M_{mn}(\mathbf k)=\langle u_{m,\mathbf k+\mathbf q}|dv|u_{n\mathbf k}\rangle$. Ordinary perturbation theory, without projection and for a pair of unequal levels, gives $\delta u^+_{n\mathbf k}$ the component $u_{m,\mathbf k+\mathbf q}M_{mn}(\mathbf k)/(\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q})$. The occupied $m$ would add to $A$ the sum

$$A_{vv}=\frac2{N_k}\sum_{\mathbf k}\sum_{n,m\le n_v}\frac{u^*_{n\mathbf k}\,u_{m,\mathbf k+\mathbf q}\,M_{mn}(\mathbf k)}{\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}} .\tag{8}$$

Likewise $\delta u^-_{n\mathbf k}$ has the component $u_{m,\mathbf k-\mathbf q}\langle u_{m,\mathbf k-\mathbf q}|dv^*|u_{n\mathbf k}\rangle/(\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k-\mathbf q})$. Since $\langle a|dv^*|b\rangle^*=\langle b|dv|a\rangle$, its contribution to $B$ is $u_{n\mathbf k}u^*_{m,\mathbf k-\mathbf q}\langle u_{n\mathbf k}|dv|u_{m,\mathbf k-\mathbf q}\rangle/(\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k-\mathbf q})$. Shifting the summation variable $\mathbf k\to\mathbf k+\mathbf q$ and exchanging the names $n$ and $m$ turns this into

$$\frac{u^*_{n\mathbf k}\,u_{m,\mathbf k+\mathbf q}\,M_{mn}(\mathbf k)}{\varepsilon_{m,\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}},\tag{9}$$

the term of (8) with the opposite sign. Orbital $n\mathbf k$ gains an admixture of $m,\mathbf k+\mathbf q$, that orbital gains the opposite admixture of $n\mathbf k$, and since both are full the density is unchanged: $A_{vv}+B_{vv}=0$. Time reversal was not used. Degenerate pairs, for which (8) is undefined, are covered by $\rho\,\delta\rho\,\rho=0$.

## Lemma 4 (the shifted operator)

For $\alpha>W$ the operator $S=H_{\mathbf k+\mathbf q}+\alpha P_{\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}$ is positive definite, with lowest eigenvalue at least $\min(E_g,\alpha-W)$. The unique solution of (S) is $du^+_{n\mathbf k}$, and

$$du_{n\mathbf k}=\sum_{c>n_v}\frac{u_{c,\mathbf k+\mathbf q}\,M_{cn}(\mathbf k)}{\varepsilon_{n\mathbf k}-\varepsilon_{c,\mathbf k+\mathbf q}} .\tag{10}$$

*Proof.* Each $u_{m,\mathbf k+\mathbf q}$ is an eigenfunction of $S$. For empty $m=c$ the eigenvalue is $\varepsilon_{c,\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}\ge E_g$. For occupied $m$ it is $\alpha+\varepsilon_{m,\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}\ge\alpha-W$. Thus $S$ is invertible. The overlap of (S) with an occupied $u_{m,\mathbf k+\mathbf q}$ reads (positive eigenvalue) $\times\langle u_m|du\rangle=0$, because $\langle u_m|(1-P)=0$. Hence $P\,du=0$, the term $\alpha P\,du$ vanishes, and (S) coincides with the first equation of (6), which does not contain $\alpha$. The overlap with an empty $u_c$ gives $(\varepsilon_c-\varepsilon_n)\langle u_c|du\rangle=-M_{cn}$, which is (10). $\square$

The shift therefore replaces the constraint $P\,du=0$ by an unconstrained Hermitian positive linear system, and one solution of that system performs the whole sum (10) over empty bands.

## Lemma 5 (time reversal)

Under (A4), $B=A$.

*Proof.* For real $H$, complex conjugation of $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ gives $H_{-\mathbf k}$. The functions $u^*_{n\mathbf k}$ are then eigenfunctions of $H_{-\mathbf k}$ with the levels $\varepsilon_{n\mathbf k}$, and the conjugate of $P_{\mathbf k}$ is $P_{-\mathbf k}$. Conjugating the second equation of (6) gives

$$(H_{-\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k})\,(du^-_{n\mathbf k})^*=-(1-P_{-\mathbf k+\mathbf q})\,dv\,u^*_{n\mathbf k},$$

which is the first equation of (6) at wave vector $-\mathbf k$ for the orbital $\bar u_n=u^*_{n\mathbf k}$. Its solution is unique, so $(du^-_{n\mathbf k})^*=du^+[\bar u_n]$ and the summand of $B$ is $\bar u_n^*\,du^+[\bar u_n]$. The set $\bar u_n$ differs from $u_{n,-\mathbf k}$ by phases and by unitary mixing within degenerate levels. Since $du^+$ is linear in its orbital at fixed $\varepsilon$, the sum $\sum_n\bar u_n^*\,du^+[\bar u_n]$ is unchanged by such a transformation. The mesh contains $-\mathbf k$ with every $\mathbf k$, so the sum over $\mathbf k$ in $B$ is that in $A$. $\square$

This part has derived the bare potential and the one-cell orbital equations that need only the occupied projector, and has shown that time reversal makes the two parts of the density response equal. What remains is the induced potential, which completes the proof of the theorem, followed by remarks on its scope and a numerical test on a one-dimensional chain.
